\section*{Gate-dielectric lifetime under sinusoidal voltage ripple}

\section{Problem}

A gate stack is tested at an elevated voltage until it breaks down. At constant voltage $V$ across the stack its characteristic life is
\begin{equation}
\tau(V)=\tau_0\,e^{-\gamma(V-V_0)},\qquad \gamma>0 ,
\label{eq:law}
\end{equation}
so $\tau_0$ is the life at the bias $V_0$. The supply is imperfect, and the stack receives
\begin{equation}
V(t)=V_0+a\sin(\omega t+\varphi),\qquad 0<a<V_0 ,
\label{eq:ripple}
\end{equation}
where $a$ is the zero-to-peak amplitude and $P=2\pi/\omega$ the period. The mean voltage $V_0$ is held fixed when cases with and without ripple are compared.

Damage is quasi-static and cumulative. During a short time $dt$ the stack uses up the fraction $dt/\tau(V(t))$ of its life, with the rate set by the voltage at that instant, and it fails when the fractions add up to one. Find the life $T$ with ripple, and state when the result holds. Evaluate it for $V_0=2.00$ V, $a=0.10$ V, $\gamma=16$ V$^{-1}$, $\tau_0=10^4$ s and a ripple frequency of 100 Hz.

\section{A tempting solution}

An alternating voltage is often replaced by its root-mean-square value. The sine averages to zero over a cycle and its square to $1/2$, so
\begin{equation}
V_{\rm rms}^2=\left\langle V_0^2+2V_0a\sin\theta+a^2\sin^2\theta\right\rangle
=V_0^2+\frac{a^2}{2},
\end{equation}
where $\langle\cdot\rangle$ is the average over the phase $\theta=\omega t+\varphi$. For the given numbers $V_{\rm rms}=\sqrt{4.005}\ \mathrm{V}=2.00125$ V. Inserted in the life law, this gives
\begin{equation}
T_{\rm rms}=10^4\,\mathrm{s}\times e^{-16\times0.00125}
=10^4\,\mathrm{s}\times e^{-0.020}=9802\ \mathrm{s}.
\end{equation}
The ripple seems to cost 2\% of the life and to be harmless.

\section{Where it fails}

What adds up in time is damage, so the quantity to be averaged is the damage rate $1/\tau(V)$. The rms voltage gives the right average for a rate proportional to $V^2$, such as the heating of a fixed resistor, because then $\langle V^2\rangle=V_{\rm rms}^2$ by definition. Here the rate is exponential in $V$.

The wrong answer also carries a visible symptom. Under \eqref{eq:law} the damage rate relative to its value at $V_0$ is $e^{\gamma(V-V_0)}$, which depends on the deviation from $V_0$ alone. The factor by which ripple changes the life can therefore depend on $\gamma a$ but not on $V_0$ separately. The rms factor does depend on $V_0$: for $a\ll V_0$, expanding the square root gives
\begin{equation}
V_{\rm rms}-V_0\simeq\frac{a^2}{4V_0},\qquad
\frac{\tau_0}{T_{\rm rms}}-1\simeq\frac{\gamma a^2}{4V_0},
\label{eq:rmssmall}
\end{equation}
the second relation holding when its right side is small.

\section{Solution}

\subsection{The damage integral}

Let $D(t)$ be the fraction of life used up by time $t$, and let $z=\gamma a$. From \eqref{eq:law} and \eqref{eq:ripple},
\begin{equation}
D(t)=\int_0^t\frac{ds}{\tau(V(s))}
=\frac{1}{\tau_0}\int_0^t e^{z\sin(\omega s+\varphi)}\,ds,
\qquad D(T)=1 .
\label{eq:damage}
\end{equation}
The integrand has period $P$, so every full period adds the same damage whatever the starting phase:
\begin{equation}
D(nP)=\frac{nP}{\tau_0}\,\left\langle e^{z\sin\theta}\right\rangle .
\label{eq:whole}
\end{equation}

\subsection{The cycle average}

Expand the exponential:
\begin{equation}
\left\langle e^{z\sin\theta}\right\rangle
=\sum_{m=0}^{\infty}\frac{z^m}{m!}M_m,\qquad
M_m=\langle\sin^m\theta\rangle .
\end{equation}
Term-by-term averaging is allowed because each term is at most $z^m/m!$ in size, and the sum of these bounds converges. For odd $m$, the shift $\theta\to\theta+\pi$ reverses the sign of $\sin^m\theta$, so $M_m=0$. For even $m\ge2$, write $\sin^m\theta=\sin^{m-1}\theta\,\sin\theta$ and integrate by parts. The boundary term vanishes by periodicity, which leaves
\begin{align}
M_m&=(m-1)\left\langle\sin^{m-2}\theta\cos^2\theta\right\rangle\nonumber\\
&=(m-1)\left(M_{m-2}-M_m\right),
\end{align}
since $\cos^2\theta=1-\sin^2\theta$. Collecting $M_m$ gives $M_m=\frac{m-1}{m}M_{m-2}$. Starting from $M_0=1$,
\begin{equation}
M_{2k}=\frac{1\cdot3\cdots(2k-1)}{2\cdot4\cdots(2k)}
=\frac{(2k)!/(2^kk!)}{2^kk!}=\frac{(2k)!}{4^k(k!)^2}.
\end{equation}
The factor $(2k)!$ cancels against the one in the exponential series, and
\begin{equation}
\left\langle e^{z\sin\theta}\right\rangle
=\sum_{k=0}^{\infty}\frac{(z/2)^{2k}}{(k!)^2}\equiv I_0(z).
\label{eq:bessel}
\end{equation}
This is the zeroth-order modified Bessel function, the solution of $z^2y''+zy'=z^2y$ that is regular at the origin with $y(0)=1$. To confirm it, let $c_k=1/[4^k(k!)^2]$ be the coefficient of $z^{2k}$. The left side multiplies each term by $(2k)^2$, and $(2k)^2c_k=c_{k-1}$, which reproduces $z^2y$.

All terms of \eqref{eq:bessel} are positive for $z>0$, so $I_0(z)>1$. The physical reason appears on pairing the phases $\theta$ and $\theta+\pi$, whose deviations are opposite. Their mean relative rate is $\cosh(z\sin\theta)\ge1$: the crest adds more damage than the trough saves.

\subsection{The unfinished cycle}

Define $T_*=\tau_0/I_0(z)$, and let $n$ be the whole number with $nP\le T_*<(n+1)P$. Equation \eqref{eq:whole} reads $D(nP)=nP/T_*$, hence
\begin{equation}
D(nP)\le1<D((n+1)P).
\end{equation}
Because $D$ is continuous and increasing, it reaches one at a single time $T$ in the same interval that contains $T_*$. Therefore
\begin{equation}
\boxed{\;\left|T-\frac{\tau_0}{I_0(\gamma a)}\right|<P\;}
\label{eq:result}
\end{equation}
and $T=T_*$ if $T_*$ is a whole number of periods. For $P\ll T_*$ the ripple divides the life by $I_0(\gamma a)$.

The condition on $P$ matters. If $P\gg\tau_0e^z$, the voltage hardly moves from $V_0+a\sin\varphi$ before failure, and a test begun in the trough outlives $\tau_0$. Shortening is guaranteed when $T_*+P\le\tau_0$, that is, when $P\le\tau_0[1-1/I_0(z)]$. As a test of \eqref{eq:result}, failure times were found directly from \eqref{eq:damage} for $z=1.6$, with $\tau_0$ equal to 0.8, 3.7 and 12.3 periods and starting phases of 0, 1.4, 3.5 and 5.0 rad. The largest difference from $T_*$ was 0.36 period.

\section{Small and large ripple}

For $z\ll1$ the series gives
\begin{equation}
I_0(z)=1+\frac{z^2}{4}+\frac{z^4}{64}+\cdots,\qquad
\frac{T_*}{\tau_0}\simeq1-\frac{\gamma^2a^2}{4}.
\end{equation}
The loss is quadratic in the amplitude, because the linear parts of the two half-cycles cancel. Compared with \eqref{eq:rmssmall}, the leading relative increase of the damage rate is larger by
\begin{equation}
\frac{\gamma^2a^2/4}{\gamma a^2/(4V_0)}=\gamma V_0 ,
\end{equation}
which is 32 here. At small ripple the tempting solution therefore understates the loss of life by this factor, although both losses are then small.

For $z\gg1$ most damage is done near the crest. Put $\theta=\pi/2+u$, so that $\sin\theta=\cos u\simeq1-u^2/2$. The contributing phases have $|u|$ of order $1/\sqrt z$, which is small, and the limits of the integral may be moved to infinity:
\begin{equation}
I_0(z)\simeq\frac{e^z}{2\pi}\int_{-\infty}^{\infty}e^{-zu^2/2}\,du
=\frac{e^z}{2\pi}\sqrt{\frac{2\pi}{z}}=\frac{e^z}{\sqrt{2\pi z}} .
\label{eq:large}
\end{equation}
Using the peak voltage for the whole cycle would give the factor $e^z$, too large by about $\sqrt{2\pi z}$, since the stack spends only part of each cycle near the crest.

The constant voltage $V_0+\Delta V$ that gives the life $T_*$ follows from $e^{-\gamma\Delta V}=1/I_0(z)$:
\begin{equation}
\Delta V=\frac{\ln I_0(\gamma a)}{\gamma}.
\label{eq:shift}
\end{equation}
It tends to $\gamma a^2/4$ for small ripple. For large ripple \eqref{eq:large} gives $\Delta V\simeq a-\ln(2\pi\gamma a)/(2\gamma)$, which lies below the peak.

\section{The numerical case}

With $z=16\times0.10=1.6$, the series is
\begin{align}
I_0(1.6)&=1+0.6400+0.1024+0.0073+0.0003+\cdots\nonumber\\
&=1.750 ,\\
T_*&=\frac{10^4\ \mathrm{s}}{1.750}=5714\ \mathrm{s}=1.59\ \mathrm{h}.
\end{align}
The ripple costs 43\% of the life, not 2\%. The period is 0.010 s, so the unfinished cycle changes $T$ by less than two parts in a million. Neither limit is accurate here: $1+z^2/4=1.640$ is 6\% below $I_0$, and \eqref{eq:large} gives 1.562, which is 11\% below.

Direct integration over the half-cycle with $V>V_0$ shows that it does 88\% of the damage. By \eqref{eq:shift}, the ripple acts like a constant increase of 35 mV, about a third of its amplitude. A constant voltage at the peak, 2.10 V, would give a life of 2019 s. Thus, if the peak were held fixed instead of the mean, adding ripple below that peak would lengthen the life from 2019 to 5714 s.

The waveform matters too. A square ripple of the same amplitude spends half its time at each extreme, with relative damage rates $e^{1.6}=4.953$ and $e^{-1.6}=0.202$. Their mean is $\cosh1.6=2.58$, and the life falls to about 3900 s. The Bessel function belongs to the sine.

A design limit can be read from the same formula. A loss of 10\% means $I_0(\gamma a)=1/0.9$, which gives $a=41$ mV zero-to-peak. This limit holds for a sinusoidal ripple about a fixed mean, with $\gamma=16$ V$^{-1}$ and a period much shorter than the life.

\section{A population of devices}

Nominally equal devices do not fail together. Suppose that at constant voltage the failed fraction is
\begin{equation}
F=1-\exp\left[-\left(\frac{t}{\tau(V)}\right)^{\beta}\right],
\end{equation}
a Weibull law whose shape $\beta$ does not depend on voltage. Then $\tau$ is the time at which $1-e^{-1}=63.2\%$ have failed. Suppose also that, when the voltage changes, the later failures depend on the past through the present $F$ alone.

Define $D=[-\ln(1-F)]^{1/\beta}$. A population with failed fraction $F$ behaves at voltage $V$ as if it had the age $s=\tau(V)D$. After a further $dt$ its age is $s+dt$, and $D$ becomes $(s+dt)/\tau(V)=D+dt/\tau(V)$. So $dD=dt/\tau(V)$ for any history, which is the damage rule again, and $F=1-e^{-D^\beta}$. The fraction $p$ has failed when $D=D_p=[-\ln(1-p)]^{1/\beta}$. Repeating the argument for the unfinished cycle with $D_p$ in place of one gives
\begin{equation}
\left|t_p-\frac{\tau_0D_p}{I_0(\gamma a)}\right|<P .
\end{equation}
Every percentile is divided by the same factor, to within one period. For $\beta=1.3$ the time to 1\% failures falls from 291 to 166 s. If $\beta$ changed with voltage, $D$ would no longer grow at a rate independent of $F$, and the common factor would be lost.

\section{What the model leaves out}

\paragraph{Lagging trapped charge.}
Charge trapped in the stack can screen part of a voltage change, but it needs time to respond. Let $v=V-V_0$, and let the screening voltage $u$ obey $\tau_t\dot u=sv-u$. At constant voltage $u$ settles to $sv$, and the damage is driven by $(1-s)v$. If $\tau_t$ is much shorter than the life in the constant-voltage tests, the measured $\gamma$ contains this screening, and the acceleration per volt of net drive is $\gamma/(1-s)$. Under ripple, once the starting transient has died out, the complex amplitude of $u$ is $sa/(1+i\omega\tau_t)$, and the net amplitude is
\begin{equation}
a\left|1-\frac{s}{1+i\omega\tau_t}\right|
=a\sqrt{\frac{(1-s)^2+(\omega\tau_t)^2}{1+(\omega\tau_t)^2}} .
\end{equation}
This rises with $\omega\tau_t$ from $(1-s)a$ to $a$. Multiplied by $\gamma/(1-s)$, it gives an effective $z$ between $\gamma a$ and $\gamma a/(1-s)$. With a rough $s=0.10$ the upper end is $z=1.78$ and $I_0=1.961$, which is 12\% above the quasi-static factor. The life is then about 5100 s, and the 10\% ripple limit drops to $0.9\times41=37$ mV.

\paragraph{The form of the life law.}
A power law $\tau\propto V^{-n}$ has the same logarithmic slope at $V_0$ if $n=\gamma V_0=32$. With $r=a/V_0=0.05$, its relative damage rate is
\begin{equation}
(1+r\sin\theta)^n=e^{n\ln(1+r\sin\theta)}\le e^{nr\sin\theta}=e^{z\sin\theta},
\end{equation}
because $\ln(1+x)\le x$ and $nr=z$. Its lifetime factor therefore lies below $I_0$. Numerically it is 1.709, or 2.4\% lower. A 10\% error in $\gamma$ matters more: with $\tau_0$ held fixed, changing $\gamma$ by $-10\%$ or $+10\%$ gives factors of 1.59 or 1.94.

\paragraph{Leakage, temperature and charging.}
Assume a tunnelling current of 10 A/cm$^2$; through 10 $\mu$m$^2$ this is 1 $\mu$A. The real value depends strongly on polarity. For electrons injected from the silicon, the drop of about 1.3 V across the interlayer removes most of the high-$k$ barrier and the current can be ten or more times larger; the voltage drop and heating below then grow in proportion. Across 1000 $\Omega$ in series it drops 1 mV, which changes the life by 1.6\%. A constant drop affects the cases with and without ripple alike and cancels in their ratio. A leakage current that follows the ripple makes the drop vary as well: if the current rises by a factor $e$ per 0.1 V, the drop grows at $V_0$ by 1 mV per 0.1 V, so to first order the ripple across the stack is 1\% smaller than the applied one. First order is only a guide here, since $a$ equals the 0.1 V scale of the current: the drop is largest at the crest, where the damage is done, and the lifetime factor falls by about 1.6\%. The dissipated 2 $\mu$W, spreading into silicon from a hemisphere with the radius of a disc of the gate's area, warms it by about 2 mK. For a rough activation energy of 0.6 eV at 398 K, the life changes by 4.4\% per kelvin, so this heating is negligible. A temperature error shared by both tests cancels in the ratio if $\gamma$ is unchanged. The gate charges fast enough to follow the ripple, with $\omega RC\approx10^{-7}$.

\paragraph{The real case.}
The parameters lie in the rough regime of accelerated tests on hafnium-oxide gate stacks with a silicon-oxide interlayer. Take 3.0 nm of high-$k$ oxide with relative permittivity 20 on 1.0 nm of silicon oxide with 3.9. Without charge between the layers the displacement is continuous, and the interlayer field at the ripple peak is
\begin{equation}
E_{\rm ox}=\frac{2.10\ \mathrm{V}}{(1.0+3.0\times3.9/20)\ \mathrm{nm}}
=13.2\ \mathrm{MV/cm}.
\end{equation}
This is high, as suits an accelerated test, and not far below a rough 15 MV/cm for rapid breakdown. The crest would reach that field at $a\approx0.38$ V, a voltage at which \eqref{eq:law} gives a life of only about 24 s. A much larger ripple would leave the regime of gradual wear-out. The stack is thicker than those of advanced logic transistors, and normal operation uses lower voltages, where $\tau_0$ and $\gamma$ must be determined afresh. An assumption open to doubt in real stacks is the instantaneous response, since their oxides trap charge. In the trap model above, with $s=0.10$, this moves the life from 5714 s to no less than about 5100 s. That bound needs capture and emission to share one time constant. If they differ, $u$ acquires a nonzero mean, and only $|u|\le sa$ is assured. The extremes $u=\pm sa$ multiply the factor 1.961 by $e^{\mp0.178}$, so the life can lie anywhere between about 4300 and 6100 s, on either side of the quasi-static value. The inputs and the main results are listed in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
mean voltage V0 = 2.00 V
ripple amplitude a (zero-to-peak) = 0.10 V
voltage acceleration gamma = 16.0 1/V
constant-voltage life tau0 = 10000 s
ripple frequency = 100 Hz
ripple period = 0.010 s
temperature = 398.15 K
z = gamma*a = 1.600
series term k=0: 1.000000
series term k=1: 0.640000
series term k=2: 0.102400
series term k=3: 0.007282
series term k=4: 0.000291
I0(z) by quadrature = 1.74998
life with ripple = 5714.3 s = 1.587 h
life lost = 42.86 %
one period / life = 1.75e-06
small-ripple estimate 1+z^2/4 = 1.6400
large-ripple estimate of I0 = 1.5621
equivalent constant-voltage shift = 34.98 mV
damage share of upper half-cycle = 88.27 %
rms voltage = 2.00125 V
life from rms voltage = 9802 s
life from peak voltage = 2019 s
Weibull shape = 1.3
1% life, no ripple = 290.5 s
1% life, with ripple = 166.0 s
ripple amplitude costing 10% of life = 41.11 mV
largest partial-cycle gap in tests = 0.361 periods
power-law exponent n = 32
power-law lifetime factor = 1.7088
power law vs I0 = -2.35 %
trap-screened share s (rough) = 0.10
factor if traps cannot follow = 1.9606
unfollowing traps vs I0 = +12.04 %
factor for gamma -10%, +10% = 1.5896, 1.9379
area = 10 um2, leakage (rough) = 10 A/cm2
series resistance = 1000 ohm, drop = 1.00 mV
life change from series drop = 1.61 %
silicon heat conductivity (rough) = 100 W/(m K)
self-heating = 1.78 mK
activation energy (rough) = 0.6 eV
life change per kelvin = 4.39 %
oxide: 1.0 nm, k=3.9; high-k: 3.0 nm, k=20.0
equivalent oxide thickness = 1.585 nm
peak field, oxide = 13.25 MV/cm, high-k = 2.58 MV/cm
immediate-breakdown field (rough) = 15 MV/cm
gate capacitance = 0.218 pF
omega*R*C = 1.37e-07
\end{verbatim}
